# Wilson's Chain Hoppings for a Logarithmically Discretized Flat Band

## 1. The first two bonds

Consider one electron that can occupy levels at $\pm1.5,\pm0.75,\pm0.375,\dots$ eV, each pair at half the energy of the one before. Let $|f_0\rangle$ be a state with squared amplitude $1/4$ on each of the first two levels, $1/8$ on each of the next two, and so on. These squared amplitudes add up to $2(1/4+1/8+\dots)=1$. Section 2 shows that this set represents a flat band from $-2$ to $2$ eV, with $|f_0\rangle$ the band orbital that couples to an impurity.

Let $H$ be the energy operator. The mean energy in $|f_0\rangle$ vanishes because the levels come in pairs of opposite sign and equal weight. Hence $H|f_0\rangle$ is orthogonal to $|f_0\rangle$, and we may write $H|f_0\rangle=t_0|f_1\rangle$ with $|f_1\rangle$ normalized and $t_0>0$. Its squared length is

$$t_0^2=\langle H^2\rangle=2\cdot\tfrac14(1.5)^2\sum_{m\ge0}\left(\tfrac18\right)^m=1.125\cdot\tfrac87=1.2857\ \text{eV}^2, \tag{1}$$

where the factor $1/8$ is $1/2$ from the weight times $1/4$ from the squared energy. Thus $t_0=1.134$ eV.

Now apply $H$ to $|f_1\rangle$. The weights of $|f_1\rangle$ are again even in energy, so there is no component along $|f_1\rangle$. The component along $|f_0\rangle$ is $t_0$, because $H$ is Hermitian, and the remainder defines $t_1|f_2\rangle$. Since $|f_1\rangle=H|f_0\rangle/t_0$,

$$t_0^2+t_1^2=\frac{\langle H^4\rangle}{t_0^2},\qquad \langle H^4\rangle=2\cdot\tfrac14(1.5)^4\cdot\tfrac{32}{31}=2.6129\ \text{eV}^4. \tag{2}$$

This gives $t_1^2=2.0323-1.2857=0.7465$ eV² and $t_1=0.864$ eV. The levels have become the beginning of a chain whose bonds weaken along its length. The task is to find every bond in closed form.

## 2. From the flat band to discrete levels

Let the band occupy $-D<\varepsilon<D$ with constant density $1/(2D)$, and let it couple to a local orbital $d$ through an energy-independent amplitude $V$. We set $\hbar=1$ and omit spin, which would add a label to every operator. With $\{c_\varepsilon,c^\dagger_{\varepsilon'}\}=\delta(\varepsilon-\varepsilon')$, the band and its coupling are

$$H=\int_{-D}^{D}\varepsilon\,c_\varepsilon^\dagger c_\varepsilon\,d\varepsilon+V(d^\dagger f_0+f_0^\dagger d),\qquad f_0=\frac1{\sqrt{2D}}\int_{-D}^{D}c_\varepsilon\,d\varepsilon. \tag{3}$$

Interactions may act on the impurity; they do not enter what follows.

Choose $\Lambda>1$, put $q=1/\Lambda$, and cut the band at $\pm Dq^m$ for $m=0,1,2,\dots$. The $m$th interval on either side has width $d_m=Dq^m(1-q)$. On an interval $(a,b)$ of this width the functions

$$\psi_p(\varepsilon)=d_m^{-1/2}e^{i\omega_m p\varepsilon},\qquad \omega_m=2\pi/d_m,\quad p=0,\pm1,\pm2,\dots \tag{4}$$

form a complete orthonormal set. Expand $c_\varepsilon=\sum_p\psi_p(\varepsilon)a_p$ there. The integral of $\psi_p$ over the interval is zero for $p\ne0$ and $\sqrt{d_m}$ for $p=0$. The orbital $f_0$ therefore contains the uniform mode of each interval and no other mode, with squared amplitude

$$w_m=\frac{d_m}{2D}=\frac{(1-q)q^m}{2}. \tag{5}$$

The mean energy of the uniform mode is the midpoint of its interval, $\pm x_m$, with

$$x_m=\frac{Dq^m+Dq^{m+1}}2=c\,q^m,\qquad c=\frac{D(1+q)}2. \tag{6}$$

The band energy also connects different modes of one interval. For $r=p'-p\ne0$, integration by parts gives

$$\frac1{d_m}\int_a^b\varepsilon\,e^{i\omega_m r\varepsilon}d\varepsilon
=\frac1{d_m}\left[\frac{\varepsilon\,e^{i\omega_m r\varepsilon}}{i\omega_m r}\right]_a^b
=\frac{d_m}{2\pi i r}\,e^{i\omega_m ra}. \tag{7}$$

The remaining integral in the integration by parts vanishes because it covers whole periods. The last equality uses the equality of the exponential at $a$ and $b$, together with $b-a=d_m$.

The approximation consists in dropping the terms (7) that join the uniform mode to the others. The other modes are then disconnected from the impurity and can be left out. Relative to the level energy $x_m$, the largest dropped element, $|r|=1$, is

$$\frac{d_m}{2\pi x_m}=\frac{1-q}{\pi(1+q)}. \tag{8}$$

It is the same in every interval and vanishes as $\Lambda\to1$. For $\Lambda=2$ it is $0.106$, so the approximation is not negligible; Section 6 measures one of its effects. With $D=2$ eV and $\Lambda=2$, equations (5) and (6) give the levels and weights of Section 1.

## 3. Chain states as polynomials

Use the dimensionless energy $y=\varepsilon/c$, so that the levels lie at $y=\pm q^m$. To each real polynomial $P(y)$ assign the one-particle state whose amplitude on a level is $\sqrt{w_m}\,P(y)$. The polynomial $1$ is $|f_0\rangle$, the band energy acts as multiplication by $cy$, and the scalar product of two states is

$$\langle PQ\rangle=\sum_{m\ge0}w_m\left[P(q^m)Q(q^m)+P(-q^m)Q(-q^m)\right]. \tag{9}$$

Let $p_n$ be the polynomial of degree $n$ with leading coefficient 1 that is orthogonal to all polynomials of lower degree, and let $h_n=\langle p_n^2\rangle$. These norms are positive, since a nonzero polynomial cannot vanish on infinitely many levels. The polynomial $(-1)^np_n(-y)$ satisfies the same defining conditions, so it equals $p_n(y)$: each $p_n$ is even or odd according to $n$.

The difference $yp_n-p_{n+1}$ has degree at most $n$, because the leading terms cancel. Expand it in $p_0,\dots,p_n$. The coefficient of $p_j$ is $\langle p_n\,yp_j\rangle/h_j$.

- For $j<n-1$ it vanishes, because $yp_j$ has degree below $n$.
- For $j=n$ it vanishes, because $yp_n^2$ is odd.
- For $j=n-1$, $yp_{n-1}$ equals $p_n$ plus lower degrees, so the coefficient is $h_n/h_{n-1}$.

Therefore, with the last term absent for $n=0$,

$$y\,p_n=p_{n+1}+\frac{h_n}{h_{n-1}}\,p_{n-1}. \tag{10}$$

Divide by $\sqrt{h_n}$, multiply by $c$, and write $e_n=p_n/\sqrt{h_n}$ for the normalized polynomials:

$$cy\,e_n=t_n e_{n+1}+t_{n-1}e_{n-1},\qquad t_n=c\sqrt{\frac{h_{n+1}}{h_n}}. \tag{11}$$

This is a chain with nearest-neighbour hopping and zero on-site energies,

$$H_{\rm chain}=\sum_{n\ge0}t_n\left(f_n^\dagger f_{n+1}+f_{n+1}^\dagger f_n\right), \tag{12}$$

and the impurity is attached to site $0$ with amplitude $V$.

No discrete level is lost in this change of basis. A function equal to 1 at one level and 0 at the others is continuous on the set of levels together with their accumulation point $y=0$. By Weierstrass's theorem polynomials approximate it uniformly, so the chain states span the whole discrete space. The zero on-site energies rest on the symmetry of the weights; for an asymmetric band the argument for $j=n$ fails.

## 4. The norms in closed form

For $k+j$ even, equations (5) and (9) and the geometric series give

$$\langle y^ky^j\rangle=(1-q)\sum_{m\ge0}q^{m(k+j+1)}=\frac{1-q}{1-q^{k+j+1}}. \tag{13}$$

For $k+j$ odd the two signs of energy cancel.

Let $S_n$ be the set $\{n-2,n-4,\dots\}$ down to 0 or 1; it is empty for $n=0$ and $n=1$. By parity $p_n=\sum_k a_ky^k$, with $k$ in $S_n\cup\{n\}$ and $a_n=1$. Collect the coefficients in the rational function

$$R_n(z)=\sum_{k\in S_n\cup\{n\}}\frac{a_k}{1-q^kz}. \tag{14}$$

Equation (13) then reads, for $j$ of the same parity as $n$,

$$\langle p_n\,y^j\rangle=(1-q)\,R_n(q^{j+1}). \tag{15}$$

Orthogonality to lower powers thus means $R_n(q^{j+1})=0$ for every $j\in S_n$. Over a common denominator, the numerator of $R_n$ has degree at most $|S_n|$, the number of elements of $S_n$. The denominator is nonzero at the points $q^{j+1}$, since $k+j+1\ge1$, so the numerator has $|S_n|$ known distinct zeros. This fixes it up to a constant $A$:

$$R_n(z)=A\,\frac{\prod_{j\in S_n}(1-zq^{-j-1})}{(1-q^nz)\prod_{k\in S_n}(1-q^kz)}. \tag{16}$$

To find $A$, multiply (14) and (16) by $1-q^nz$ and set $z=q^{-n}$. In (14) the term $a_n=1$ remains, so

$$1=A\prod_{j\in S_n}\frac{1-q^{-(n+j+1)}}{1-q^{-(n-j)}}. \tag{17}$$

The norm follows from (15) with $j=n$. Indeed $h_n=\langle p_np_n\rangle=\langle p_ny^n\rangle$, because the lower powers in the second factor are orthogonal to $p_n$. Evaluating (16) at $z=q^{n+1}$ gives

$$h_n=\frac{(1-q)A}{1-q^{2n+1}}\prod_{j\in S_n}\frac{1-q^{n-j}}{1-q^{n+j+1}}. \tag{18}$$

Take $A$ from (17) and rewrite its factors with $1-q^{-r}=-q^{-r}(1-q^r)$. The minus signs cancel between numerator and denominator, and the powers combine to $q^{(n+j+1)-(n-j)}=q^{2j+1}$:

$$A=\prod_{j\in S_n}\frac{1-q^{-(n-j)}}{1-q^{-(n+j+1)}}=\prod_{j\in S_n}q^{2j+1}\,\frac{1-q^{n-j}}{1-q^{n+j+1}}. \tag{19}$$

Hence

$$h_n=\frac{1-q}{1-q^{2n+1}}\prod_{j\in S_n}q^{2j+1}\left(\frac{1-q^{n-j}}{1-q^{n+j+1}}\right)^2. \tag{20}$$

For $q=1/2$ this gives $h_0=1$ and $h_1=0.5/0.875=0.5714$. With $c=1.5$ eV, equation (11) returns $t_0=1.5\sqrt{0.5714}=1.134$ eV, as in Section 1.

## 5. The hoppings

Write the product in (20) as $q^{E_n}(N_n/M_n)^2$, where

$$E_n=\sum_{j\in S_n}(2j+1),\quad N_n=\prod_{j\in S_n}(1-q^{n-j}),\quad M_n=\prod_{j\in S_n}(1-q^{n+j+1}). \tag{21}$$

For even $n=2s$, $j$ runs over $0,2,\dots,2s-2$ and $E_n=2s(s-1)+s=s(2s-1)$. For odd $n=2s+1$, $j$ runs over $1,3,\dots,2s-1$ and $E_n=2s^2+s=s(2s+1)$. Both are $n(n-1)/2$, so $E_{n+1}-E_n=n$.

The other two products are compared by listing the exponents of $q$ in their factors, which increase in steps of two.

*Even $n$.* Both $N_n$ and $N_{n+1}$ contain the exponents $2,4,\dots,n$, so their ratio is 1. The exponents in $M_n$ are $n+1,\dots,2n-1$ and those in $M_{n+1}$ are $n+3,\dots,2n+1$. Therefore $M_{n+1}/M_n=(1-q^{2n+1})/(1-q^{n+1})$. For $n=0$ both products are empty and the formula correctly gives 1.

*Odd $n$.* The exponents in $N_n$ end at $n-1$ and those in $N_{n+1}$ at $n+1$, so $N_{n+1}/N_n=1-q^{n+1}$. Both $M_n$ and $M_{n+1}$ start at $n+2$; the first ends at $2n-1$ and the second at $2n+1$. Therefore $M_{n+1}/M_n=1-q^{2n+1}$. For $n=1$, $M_1$ is empty and $M_2=1-q^3$, in agreement.

In both cases $N/M$ is multiplied by $(1-q^{n+1})/(1-q^{2n+1})$. Including the prefactors of (20),

$$\frac{h_{n+1}}{h_n}=q^n\,\frac{1-q^{2n+1}}{1-q^{2n+3}}\left(\frac{1-q^{n+1}}{1-q^{2n+1}}\right)^2
=\frac{q^n(1-q^{n+1})^2}{(1-q^{2n+1})(1-q^{2n+3})}. \tag{22}$$

Insert this in (11) and restore $q=1/\Lambda$:

$$t_n=\frac{D(1+\Lambda^{-1})}2\,\Lambda^{-n/2}\,\frac{1-\Lambda^{-n-1}}{\sqrt{(1-\Lambda^{-2n-1})(1-\Lambda^{-2n-3})}}. \tag{23}$$

These are Wilson's hoppings. The last fraction tends to 1 as $n$ grows. Its numerator contributes $-q^{n+1}$, while the square root contributes terms of order $q^{2n}$:

$$t_n=c\,\Lambda^{-n/2}\left[1-\Lambda^{-(n+1)}+O(\Lambda^{-2n})\right]. \tag{24}$$

The simple law $c\Lambda^{-n/2}$ is thus the large-$n$ form. It is approached from below: for $n\ge0$ both $2n+1$ and $2n+3$ are at least $n+1$, and $2n+3$ is larger, so the denominator in (23) exceeds the numerator.

For $D=2$ eV and $\Lambda=2$ the prefactor is $c=1.5$ eV, or $0.0551$ hartree, while $t_0=1.134$ eV, or $0.0417$ hartree. Further along the chain:

| $n$ | $t_n$ (eV) | $c\Lambda^{-n/2}$ (eV) | ratio |
|---|---|---|---|
| 0 | 1.1339 | 1.5000 | 0.756 |
| 1 | 0.8640 | 1.0607 | 0.815 |
| 2 | 0.6694 | 0.7500 | 0.892 |
| 4 | 0.3637 | 0.3750 | 0.970 |
| 10 | 0.04685 | 0.04688 | 0.9995 |

The simple law overestimates the first bond by about a third, since $1.5/1.134=1.32$. At $n=10$ its relative error is about $5\times10^{-4}$, as expected from $2^{-11}$. The numerical check confirms (23) by direct tridiagonalization of the discrete levels for three values of $\Lambda$.

## 6. What the logarithmic grid does

**The origin of the decay.** Hold $n$ fixed and let $\Lambda\to1$. Then $1-q^r\approx r(1-q)$, the factors $1-q$ cancel in (23), and $c\to D$:

$$t_n\to D\,\frac{n+1}{\sqrt{(2n+1)(2n+3)}}. \tag{25}$$

In the same limit the even moments (13) become $1/(k+j+1)$, which are those of a uniform density on $-1<y<1$. Since the norms are determined by the moments, (25) is the chain of the continuous flat band. For $D=2$ eV its hoppings start at $1.155$ eV, reach $1.0005$ eV at $n=15$, and tend to $D/2=1$ eV. They do not decay to zero. The exponential decay in (23) is therefore a property of the logarithmic grid, not of the flat band itself.

**Energy scales.** Far down the chain, moving by two sites multiplies the hoppings by $\Lambda^{-1}$. If the low levels of a long finite chain are governed by its far end, adding two sites should multiply them by the same factor. This is a scaling argument rather than a proof, because it ignores the front of the chain. The calculated lowest positive level is $1.2003\times10^{-4}$ eV for 28 sites and $6.001\times10^{-5}$ eV for 30 sites, a ratio of $0.5000$.

Low energies are therefore reached with few sites. The thermal energy at 1 K is $8.62\times10^{-5}$ eV. The first bond below it is $n=29$, with $t_{29}=6.47\times10^{-5}$ eV. A uniform grid with that thermal energy as its spacing would need $4/(8.62\times10^{-5})\approx46\,000$ levels to cover the same band.

**The cost.** The impurity feels the band through $V^2G(z)$, where $G$ is the resolvent of $f_0$. At the imaginary energy $z=i\eta$, with $\eta>0$, the continuous band gives

$$G(i\eta)=\frac1{2D}\int_{-D}^{D}\frac{d\varepsilon}{i\eta-\varepsilon}=-\frac iD\arctan\frac D\eta\;\to\;-\frac{i\pi}{2D}\qquad(\eta\ll D). \tag{26}$$

For the discrete band, the levels $\pm x_m$ together contribute $-2i\eta w_m/(\eta^2+x_m^2)$. Hence

$$-\operatorname{Im}G_\Lambda(i\eta)=\sum_{m\ge0}\frac{(1-q)q^m\,\eta}{\eta^2+c^2q^{2m}}. \tag{27}$$

Approximate the sum by an integral over $m$ and substitute $u=cq^m/\eta$. Then $dm=-du/(u\ln\Lambda)$ and $q^m=u\eta/c$, which gives

$$-\operatorname{Im}G_\Lambda(i\eta)\approx\frac{1-q}{c\ln\Lambda}\int_0^{c/\eta}\frac{du}{1+u^2}\;\to\;\frac{\pi(1-q)}{2c\ln\Lambda}. \tag{28}$$

Divide by the magnitude of (26) and use $c=D(1+q)/2$:

$$\frac{G_\Lambda}{G}\approx\frac{2(1-q)}{(1+q)\ln\Lambda}. \tag{29}$$

For $\Lambda=2$ this is $0.9618$, and the direct sum at $\eta=2\times10^{-6}$ eV gives the same value to four digits. The discrete band thus underestimates the low-energy hybridization by $3.8\%$ relative to the continuum. For $\Lambda=2$, dividing $V^2$ by the factor (29) compensates for this reduction at low imaginary energy, but does not restore the modes dropped in Section 2. For much larger $\Lambda$ the integral in (28) is a poorer substitute for the sum: at $\Lambda=10$ the corrected value still deviates from the continuum by up to about $5.5\%$ at low $\eta$, in a direction that depends on $\eta$.

Equation (23) also has a limited range of application. It was derived for a constant hybridization. An energy dependence generally changes the weights (5), and can also shift the levels (6), so the moments (13) and the hoppings must be determined anew. The route through orthogonal polynomials remains available, and the hoppings can be computed numerically when no closed form is known.

## Numbers as computed

```
half bandwidth D = 2.0000 eV
discretization parameter Lambda = 2.0000 (no unit)
prefactor c = 1.500000 eV
prefactor c = 0.055124 hartree
positive intervals: m, lower edge, upper edge, level (eV), weight
0 1.000000 2.000000 1.500000 0.250000
1 0.500000 1.000000 0.750000 0.125000
2 0.250000 0.500000 0.375000 0.062500
3 0.125000 0.250000 0.187500 0.031250
squared polynomial norms: n, h_n (no unit)
0 1.00000000
1 0.57142857
2 0.18959842
3 0.03775595
4 0.00418883
n, t_n Lanczos (eV), closed form (eV), c*Lambda^(-n/2) (eV), ratio
0 1.13389342 1.13389342 1.50000000 0.75592895
1 0.86402765 0.86402765 1.06066017 0.81461308
2 0.66937052 0.66937052 0.75000000 0.89249403
3 0.49962619 0.49962619 0.53033009 0.94210418
4 0.36372535 0.36372535 0.37500000 0.96993426
5 0.26110153 0.26110153 0.26516504 0.98467552
6 0.18604935 0.18604935 0.18750000 0.99226320
8 0.09356734 0.09356734 0.09375000 0.99805163
10 0.04685213 0.04685213 0.04687500 0.99951202
15 0.00828628 0.00828628 0.00828641 0.99998474
20 0.00146484 0.00146484 0.00146484 0.99999952
t_0 = 0.041670 hartree
largest relative error, Lambda 1.5, 2, 3: 1.8e-35
(1 - ratio)*Lambda^(n+1) at n = 23: 0.99999993 (no unit)
dropped mixing, m = 0, p = 1: 0.159155 eV
dropped mixing / level energy: 0.106103 (no unit)
continuum flat-band chain: n, t_n (eV)
0 1.154701
1 1.032796
5 1.003490
15 1.000489
lowest positive level, 28 sites: 1.200280e-04 eV
lowest positive level, 30 sites: 6.001400e-05 eV
ratio of these two levels: 0.500000 (no unit)
imaginary energy for resolvent test: 2.0e-06 eV
resolvent, discrete / continuum: 0.961794 (no unit)
predicted low-energy reduction: 0.961797 (no unit)
thermal energy at 1 K: 8.617333e-05 eV
first bond with t_n below it: n = 29
hopping on that bond: 6.473756e-05 eV
```
